**Bias of a memristive random-bit generator under voltage drift**

The program tests the estimate $b=P-\tfrac12\simeq(\ln2/2)\,\delta V/V_0$, where $P$ is the switching probability per pulse, $\delta V$ a static voltage drift and $V_0$ the voltage for an e-fold change of rate. It finds the balanced voltage from a product of short-time survival probabilities, shifts it by 1 mV both ways, and asserts agreement with the closed formula and its series. Simulated random switching times give 1.401 points with a standard error of 0.025, against 1.395 from the formula for an upward drift. Further assertions cover the steepest operating point, zero-mean noise, the detection length, the entropy losses and the permitted drift. The temperature slope is compared with finite differences of the activated rate, and 1 K of warming gives 2.18 points. With a 25 mV cycle-to-cycle spread, quadrature gives 1.042 points and random sampling 1.046. The changes of slope from pulse edges, Joule heating and reverse hops are also asserted, and each is below 0.1 percent for the example.

## Check in Python

```python
# Result under test: a memristive random-bit generator balanced at P = 1/2,
# with switching rate proportional to exp(V/V0), acquires the bias
#     b = P - 1/2 ~ (ln 2 / 2) * dV / V0      for a static drift dV.
# V: device voltage; V0: voltage for an e-fold of rate; t_p: pulse width;
# P: probability of switching during one pulse; m: rate times pulse width.
# Microscopic rate: nu * exp(-(E_a - q V)/(k T)), with q = k T0 / V0.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.stats import binom

kB, e = const.k, const.e
LN2 = np.log(2.0)

# Round model parameters, SI units
V0, V_bal, drift = 0.025, 0.300, 0.001
t_p, T0, nu = 10e-6, 300.0, 1e13
t_edge, R_off, R_th, spread = 0.1e-6, 1e6, 1e6, 0.025

q_eff = kB * T0 / V0
L = np.log(nu * t_p / LN2)
E_a = q_eff * V_bal + kB * T0 * L


def rate(V, T=T0):
    return nu * np.exp(-(E_a - q_eff * V) / (kB * T))


def p_steps(V, T=T0, n=20000):
    """Switching probability from a product of short-time survivals."""
    return 1.0 - np.prod(np.full(n, 1.0 - rate(V, T) * t_p / n))


# Balance point and drift, from the stepwise survival product
V_found = brentq(lambda V: p_steps(V) - 0.5, 0.2, 0.4, xtol=1e-13)
assert abs(V_found - V_bal) < 1e-6
b_up_steps = p_steps(V_found + drift) - 0.5
b_dn_steps = p_steps(V_found - drift) - 0.5
x = drift / V0
b_lin = LN2 / 2 * x
b_up = 0.5 - 2.0 ** (-np.exp(x))
b_dn = 0.5 - 2.0 ** (-np.exp(-x))
curv = LN2 / 4 * (1 - LN2) * x**2
assert abs(b_up_steps - b_up) < 2e-6
assert abs(b_dn_steps - b_dn) < 2e-6
assert abs(b_up_steps - b_lin) < 1e-4       # second-order remainder
assert abs(b_up_steps - b_lin - curv) < 5e-6  # third-order remainder
assert abs(b_dn_steps + b_lin - curv) < 5e-6
h = 1e-5
slope_steps = (p_steps(V_found + h) - p_steps(V_found - h)) / (2 * h)
slope = LN2 / (2 * V0)
assert abs(slope_steps / slope - 1) < 1e-4

# Random waiting times counted in 1 ns attempts
rng = np.random.default_rng(12345)
n_mc, dt = 4_000_000, 1e-9
waits = rng.geometric(rate(V_bal + drift) * dt, size=n_mc)
b_mc = np.mean(waits <= round(t_p / dt)) - 0.5
se_mc = 0.5 / np.sqrt(n_mc)
assert abs(b_mc - b_up) < 5 * se_mc
del waits

# Most sensitive operating point, located on a voltage scan
V_scan = np.linspace(V_bal - 0.03, V_bal + 0.05, 801)
P_scan = np.array([p_steps(V) for V in V_scan])
s_scan = np.gradient(P_scan, V_scan)
i_max = int(np.argmax(s_scan))
assert abs(P_scan[i_max] - (1 - np.exp(-1))) < 0.005
assert abs(s_scan[i_max] * V0 - np.exp(-1)) < 1e-4

# Independent zero-mean Gaussian voltage noise, rms equal to the drift
nodes, weights = np.polynomial.hermite_e.hermegauss(20)
weights = weights / weights.sum()
P_noise = sum(w * p_steps(V_found + drift * z)
              for z, w in zip(nodes, weights))
b_noise = P_noise - 0.5
assert abs(b_noise / curv - 1) < 0.02       # fourth-order remainder

# Statistical consequences
N_det = int(np.ceil(9 / (4 * b_up**2)))
power = binom.sf(np.floor(N_det / 2 + 1.5 * np.sqrt(N_det)),
                 N_det, 0.5 + b_up)
assert abs(power - 0.5) < 0.01              # count is discrete
P1 = 0.5 + b_up
shannon_loss = 1 + P1 * np.log2(P1) + (1 - P1) * np.log2(1 - P1)
assert abs(shannon_loss / (2 * b_up**2 / LN2) - 1) < 1e-3
min_loss = 1 + np.log2(max(P1, 1 - P1))
assert abs(min_loss - np.log2(1 + 2 * abs(b_up))) < 1e-12
b_allowed = 0.001
drift_limit = 2 * b_allowed * V0 / LN2
assert abs(p_steps(V_found + drift_limit) - 0.5 - b_allowed) < 2e-6

# Temperature drift at fixed barrier and fixed effective charge
dT = 0.01
dPdT_steps = (p_steps(V_found, T0 + dT) - p_steps(V_found, T0 - dT)) / (2*dT)
dPdT = LN2 / 2 * L / T0
assert abs(dPdT_steps / dPdT - 1) < 1e-3
b_1K = p_steps(V_found, T0 + 1) - 0.5
V_per_K = V0 * L / T0
V_comp = brentq(lambda V: p_steps(V, T0 + dT) - 0.5, 0.29, 0.31, xtol=1e-14)
assert abs((V_found - V_comp) / dT / V_per_K - 1) < 1e-3

# Cycle-to-cycle Gaussian spread of switching voltage, then retuning
s_log = spread / V0


def p_spread(u):
    def f(z):
        gauss = np.exp(-z * z / 2) / np.sqrt(2 * np.pi)
        return gauss * -np.expm1(-np.exp(u + s_log * z))
    return quad(f, -9, 9, epsabs=1e-12, limit=200)[0]


u_bal = brentq(lambda u: p_spread(u) - 0.5, -3, 3)
b_spread = p_spread(u_bal + x) - 0.5
z_mc = rng.standard_normal(n_mc)
clock = rng.exponential(size=n_mc)
dose = np.exp(u_bal + s_log * z_mc)
b_spread_mc = np.mean(clock < dose * np.exp(x)) - np.mean(clock < dose)
assert abs(b_spread_mc - b_spread) < 5 * np.sqrt(b_spread / n_mc)
assert b_spread < b_up
del z_mc, clock, dose


# Linear pulse edges added to the flat top
def edge_dose(V):
    ramp = quad(lambda s: np.exp((V * s - V_bal) / V0), 0, 1,
                epsabs=1e-14, epsrel=1e-12)[0]
    return np.exp((V - V_bal) / V0) * t_p + 2 * t_edge * ramp


f_edge = 2 * t_edge / t_p * V0 / V_bal * (1 - np.exp(-V_bal / V0))
assert abs(edge_dose(V_bal) / t_p - 1 - f_edge) < 1e-9
hv = 1e-4
edge_slope = V0 * np.log(edge_dose(V_bal + hv) / edge_dose(V_bal - hv))/(2*hv)
edge_change = edge_slope - 1
edge_formula = -f_edge / (1 + f_edge) * V0 / V_bal
assert abs(edge_change / edge_formula - 1) < 2e-3


# Joule heating of the OFF state, steady temperature rise
def hot_log_rate(V):
    return np.log(rate(V, T0 + R_th * V**2 / R_off))


rise = R_th * V_bal**2 / R_off
heat_change = V0 * (hot_log_rate(V_bal + hv)
                    - hot_log_rate(V_bal - hv)) / (2 * hv) - 1
heat_formula = 2 * rise * L * V0 / (V_bal * T0) - rise / T0
assert abs(heat_change / heat_formula - 1) < 0.01   # second order in rise

# Reverse hops: symmetric sinh law in place of the exponential
mp.mp.dps = 40
ratio = mp.mpf(V_bal) / mp.mpf(V0)
sinh_change = mp.diff(lambda y: mp.log(mp.sinh(y)), ratio) - 1
assert abs(sinh_change / (mp.coth(ratio) - 1) - 1) < mp.mpf("1e-5")

print(f"e-fold voltage V0 = {V0*1e3:.1f} mV")
print(f"voltage drift = {drift*1e3:.1f} mV")
print(f"drift ratio x = {x:.4f}")
print(f"pulse voltage at balance = {V_bal*1e3:.1f} mV")
print(f"balance found stepwise = {V_found*1e3:.4f} mV")
print(f"pulse width = {t_p*1e6:.1f} us")
print(f"temperature = {T0:.1f} K")
print(f"attempt rate = {nu:.1e} 1/s")
print(f"effective charge = {q_eff/e:.4f} e")
print(f"barrier at zero voltage = {E_a/e:.4f} eV")
print(f"barrier at balance = {(E_a-q_eff*V_bal)/e:.4f} eV")
print(f"rate at balance = {rate(V_bal):.4e} 1/s")
print(f"m at balance = {rate(V_bal)*t_p:.5f}")
print(f"slope at balance = {slope*0.1:.4f} points/mV")
print(f"linear bias = {b_lin*100:.4f} points")
print(f"second-order term = {curv*100:.5f} points")
print(f"exact bias, upward drift = {b_up*100:.4f} points")
print(f"exact bias, downward drift = {b_dn*100:.4f} points")
print(f"stepwise bias, upward drift = {b_up_steps*100:.4f} points")
print(f"stepwise bias, downward drift = {b_dn_steps*100:.4f} points")
print(f"random-time bias, upward = {b_mc*100:.3f} points")
print(f"its standard error = {se_mc*100:.3f} points")
print(f"P at steepest scan point = {P_scan[i_max]*100:.1f} percent")
print(f"balance slope / steepest = {slope_steps/s_scan[i_max]:.4f}")
print(f"mean bias from 1 mV rms noise = {b_noise*100:.5f} points")
print(f"bits for three-sigma bias = {N_det:d}")
print(f"Shannon entropy loss = {shannon_loss:.3e} bit per bit")
print(f"min-entropy loss = {min_loss:.4f} bit per bit")
print(f"example allowed bias = {b_allowed*100:.2f} points")
print(f"drift limit for it = {drift_limit*1e3:.4f} mV")
print(f"logarithm L = {L:.3f}")
print(f"temperature slope = {dPdT*100:.3f} points/K")
print(f"bias for 1 K warming = {b_1K*100:.3f} points")
print(f"equivalent voltage drift = {V_per_K*1e3:.3f} mV/K")
print(f"switching-voltage spread = {spread*1e3:.1f} mV")
print(f"bias with spread, retuned = {b_spread*100:.3f} points")
print(f"same from random times = {b_spread_mc*100:.3f} points")
print(f"edge duration = {t_edge*1e6:.2f} us")
print(f"edge addition to m = {f_edge*100:.4f} percent")
print(f"edge change of slope = {edge_change*100:.4f} percent")
print(f"OFF resistance = {R_off/1e6:.1f} Mohm")
print(f"thermal resistance = {R_th:.1e} K/W")
print(f"Joule temperature rise = {rise:.3f} K")
print(f"Joule change of slope = {heat_change*100:.4f} percent")
print(f"reverse-hop change of slope = {float(sinh_change)*100:.2e} percent")
print("verified")
```

Output:

```
e-fold voltage V0 = 25.0 mV
voltage drift = 1.0 mV
drift ratio x = 0.0400
pulse voltage at balance = 300.0 mV
balance found stepwise = 299.9996 mV
pulse width = 10.0 us
temperature = 300.0 K
attempt rate = 1.0e+13 1/s
effective charge = 1.0341 e
barrier at zero voltage = 0.7959 eV
barrier at balance = 0.4857 eV
rate at balance = 6.9315e+04 1/s
m at balance = 0.69315
slope at balance = 1.3863 points/mV
linear bias = 1.3863 points
second-order term = 0.00851 points
exact bias, upward drift = 1.3946 points
exact bias, downward drift = -1.3776 points
stepwise bias, upward drift = 1.3946 points
stepwise bias, downward drift = -1.3776 points
random-time bias, upward = 1.401 points
its standard error = 0.025 points
P at steepest scan point = 63.3 percent
balance slope / steepest = 0.9421
mean bias from 1 mV rms noise = 0.00849 points
bits for three-sigma bias = 11570
Shannon entropy loss = 5.612e-04 bit per bit
min-entropy loss = 0.0397 bit per bit
example allowed bias = 0.10 points
drift limit for it = 0.0721 mV
logarithm L = 18.787
temperature slope = 2.170 points/K
bias for 1 K warming = 2.183 points
equivalent voltage drift = 1.566 mV/K
switching-voltage spread = 25.0 mV
bias with spread, retuned = 1.042 points
same from random times = 1.046 points
edge duration = 0.10 us
edge addition to m = 0.1667 percent
edge change of slope = -0.0139 percent
OFF resistance = 1.0 Mohm
thermal resistance = 1.0e+06 K/W
Joule temperature rise = 0.090 K
Joule change of slope = 0.0639 percent
reverse-hop change of slope = 7.55e-09 percent
verified
```
